Anisotropy energy, in-sphere spin-orbit expectation values and Bruno's relation

Suppose the anisotropy energy of a magnet is read off as the change of the spin-orbit expectation value when the magnetization turns. For the model d shell treated below this gives 8.2 meV in second order, while the energy difference in the same order is 4.1 meV. Suppose instead that the easy axis is taken to be the one with the largest orbital moment along the magnetization, counted with its sign. With a hole in the majority shell, the same model then gets the wrong axis. The first error is a missing factor of one half. The second comes from using a relation outside its conditions.

**Setting and assumptions**

In the projector augmented-wave (PAW) method the true wavefunction inside the sphere of atom a is Σᵢ φᵢ ⟨p̃ᵢ|ψ̃⟩, where φᵢ are partial waves, p̃ᵢ projectors and ψ̃ the smooth wavefunction. Spin-orbit coupling is kept inside the spheres, where the potential is steep:

V = Σₐ Σᵢⱼ |p̃ᵢ⟩ ⟨φᵢ| ξ(r) L·S |φⱼ⟩ ⟨p̃ⱼ|

ξ(r) = (α²/2r) dv/dr (atomic units)

Here v is the potential energy of an electron, α the fine-structure constant, and L and S are in units of ħ. Let n be the direction of the majority spin and σₙ = σ·n, equal to +1 for majority (↑) and −1 for minority (↓). The Hamiltonian is H(λ) = H₀(n) + λV, with λ = 1 the physical strength. The assumptions are:

(A1) The potential is fixed, so the energy E is the sum of the occupied eigenvalues, up to a constant.

(A2) H₀ is collinear and scalar-relativistic: H₀ = h↑P₊ + h↓P₋, with P± = (1 ± σₙ)/2 and h↑, h↓ real symmetric matrices in a real basis.

(A3) A gap separates occupied states o from empty states u, and V is small compared with it.

(A4) The partial waves are scalar-relativistic and fixed, so the PAW overlap matrix O does not depend on λ.

Without V, turning n merely rotates the spins, so E₀ = E(λ = 0) is the same for all n.

**Theorem**

(a) Under A1 to A4, with ⟨V⟩ₙ evaluated in the states that include V, and up to terms of third order in V,

E(n) − E₀ = ½⟨V⟩ₙ

E(n₁) − E(n₂) = ½[⟨V⟩ₙ₁ − ⟨V⟩ₙ₂]

(b) Suppose in addition that V acts in the d channel alone with one radial shape per atom, that no empty majority state has d character in the spheres, and that spin-flip terms are dropped. Then, in second order,

E(n₁) − E(n₂) = −Σₐ (ξₐ/4qₐ) [Lₐ(n₁) − Lₐ(n₂)]

Here ξₐ = ∫ ξ(r)u² dr and qₐ = ∫ u² dr, both taken over the sphere, u is r times the radial d function, and Lₐ is the d-channel part of the in-sphere expectation value of L·n. This is Bruno's relation.

**Lemma 1. The first-order energy vanishes.**

Write V = ½ Σₖ Aₖσₖ, where k runs over three Cartesian axes and Aₖ contains the orbital and radial factors. Since L = −i r×∇, its matrix elements between real orbitals are imaginary. A Hermitian imaginary matrix is antisymmetric, so Aₖ is antisymmetric. By A2 the unperturbed density matrix is ρ↑P₊ + ρ↓P₋ with ρ↑ and ρ↓ real symmetric. The first-order energy is therefore built from the traces Tr(ρ↑Aₖ) and Tr(ρ↓Aₖ). The trace of a symmetric times an antisymmetric matrix equals minus itself under transposition, so each is zero. ∎

The same argument gives zero orbital moment at λ = 0. The moments below are induced by V.

**Lemma 2. The slope of the energy is the expectation value of V.**

Let Hc = εOc with c†Oc = 1. Differentiating ε = c†Hc gives

dε/dλ = c†Vc + (dc†/dλ)Hc + c†H(dc/dλ)

Insert Hc = εOc and c†H = εc†O. Because O is constant, the last two terms combine to ε d(c†Oc)/dλ = 0. Summing over occupied states gives dE/dλ = ⟨V⟩_λ. ∎

If O depended on λ, an extra term −ε c†(dO/dλ)c would remain. This is where A4 enters.

**Proof of part (a)**

To first order an occupied state becomes |o⟩ + λ Σᵤ dᵤ|u⟩, apart from mixing among occupied states. That mixing rotates the occupied space within itself and changes no occupied sum. Projecting the first-order eigenvalue equation on u gives

εᵤdᵤ + Vᵤₒ = εₒdᵤ, so dᵤ = −Vᵤₒ/(εᵤ − εₒ)

The zeroth-order part of ⟨V⟩_λ vanishes by Lemma 1. The first-order part is the cross term and its complex conjugate:

⟨V⟩_λ = λ Σₒᵤ (Vₒᵤdᵤ + c.c.) + O(λ²) = −2λ Σₒᵤ |Vᵤₒ|²/(εᵤ − εₒ) + O(λ²)

By Lemma 2 the energy is the integral of this over λ, and ∫2λ dλ = λ²:

E(λ) − E₀ = λ²E₂ + O(λ³), E₂ = −Σₒᵤ |Vᵤₒ|²/(εᵤ − εₒ)

At λ = 1 the expectation value is 2E₂ and the energy change is E₂. Subtracting two directions removes E₀. ∎

**Remark 1: where the other half goes.** Since E = ⟨H₀⟩ + λ⟨V⟩, the change of ⟨H₀⟩ at λ = 1 is E₂ − 2E₂ = −E₂, which is positive. The states deform to gain spin-orbit energy, and half of that gain is paid back as crystal-field, hopping and exchange energy.

**Remark 2: the error.** If the next energy term is λ³E₃, then λ⟨V⟩ = 2λ²E₂ + 3λ³E₃, and

E − E₀ − ½λ⟨V⟩ = −½λ³E₃

Halving a small λ should divide this remainder by 8. For the anisotropy of the example below the computed ratio is 8.07.

**Lemma 3. Spin-conserving and spin-flip energies add.**

Let axes 1 and 2 be perpendicular to n, and split

V = V_c + V_f, V_c = ½Aₙσₙ, V_f = ½(A₁σ₁ + A₂σ₂)

V_c connects equal spins along n, and V_f opposite spins. Every unperturbed state has a definite spin, so for each pair (o,u) at most one of the two elements is nonzero. Hence |Vᵤₒ|² has no cross term and E₂ = E_c + E_f. For the same reason V_f does not change the expectation value of a spin-conserving operator in first order. This applies to V_c itself and to L·n, so part (a) gives E_c = ½⟨V_c⟩. ∎

**Proof of part (b)**

With one radial shape, set ℓₐ = Σ |p̃ₘ⟩(L·n)ₘₘ′⟨p̃ₘ′| over the five d functions of atom a. The d-channel orbital-moment operator of the sphere is qₐℓₐ, while Aₙ = Σₐ ξₐℓₐ. Therefore

V_c = ½ Σₐ (ξₐ/qₐ)(qₐℓₐ)σₙ

Taking half the expectation value, with σₙ = ±1 for the two spins,

E_c = Σₐ (ξₐ/4qₐ)(Lₐ↑ − Lₐ↓)

The induced majority moment Lₐ↑ needs elements ⟨u↑|ℓₐ|o↑⟩. If no empty majority state has d character, ⟨p̃ₘ|u↑⟩ = 0 and these elements vanish. Then Lₐ↑ = 0, Lₐ = Lₐ↓ and E_c = −Σₐ (ξₐ/4qₐ)Lₐ. Dropping E_f and subtracting two directions gives the result. ∎

**Remark 3: sign and meaning.** Minority electrons feel −½ξ L·n. For a single atom with one radial shape and ξ > 0, their induced L·n, summed over the occupied states, is therefore positive or zero in first order. Both spin and orbital magnetic moments are opposite to their angular momenta, so the orbital moment along the magnetization is +μ_B Lₐ. For a single atom the direction with the larger orbital moment has the lower energy, under the conditions of part (b).

**Remark 4: several atoms.** Lₐ is the whole d orbital moment of atom a, including what the spin-orbit coupling of other atoms induces there. The algebra can be tested on a model with random orbitals and projectors, in which two sets of five d projectors stand for two atoms. It has overlapping basis functions, unequal spin-orbit strengths and a full majority band, but describes no particular material. For the two directions compared, the second-order energy and half the expectation value both give an anisotropy of 1.078 meV. The spin-conserving part and the sum over atomic moments both give 0.307 meV. For one of the two directions, the second atom contributes −7% of the moment on the first.

**Example: the radial factor**

Take a hydrogenic 3d function u ∝ r³exp(−14r/3), with effective charge 14, in a sphere of radius 1.2 bohr. Here ξ(r) = 14α²/(2r³). The sphere holds q = 0.929 of the norm but 0.996 of the spin-orbit integral, because 1/r³ weights small radii. The results are ξ = 68.43 meV and ξ/q = 73.65 meV.

The prefactor can be checked against the Dirac equation. From L·S = ½[j(j+1) − l(l+1) − ¾], the values for l = 2 are 1 at j = 5/2 and −3/2 at j = 3/2. The doublet splitting should be 5/2 times the all-space integral, or 171.8 meV. The Dirac value is 172.1 meV. The first-order formula omits corrections of relative order (14α)² ≈ 0.01.

For a second radial shape, r times the first, ξ/q is 30.2 meV. If both shapes contribute with varying weights, no single constant links energy and moment. Part (a) is unaffected, since it uses V itself.

**Example: full majority shell**

The minority levels are xy at 0, xz and yz at 0.8, x²−y² at 1.2 and z² at 1.5 eV. Majority levels lie Δ = 3 eV lower. Six electrons fill the majority shell and minority xy.

The matrix elements follow from L = −i r×∇ acting on normalized orbitals:

L_z|xy⟩ = −2i|x²−y²⟩, L_x|xy⟩ = i|xz⟩

L_x|yz⟩ = i|x²−y²⟩ + i√3|z²⟩

The spin-conserving element is −½ξ⟨u|L·n|xy⟩. With ξ²/4 = 1.1708 meV eV,

E_c(z) = −1.1708 × 4/1.2 = −3.90 meV

E_c(x) = −1.1708 × 1/0.8 = −1.46 meV

The moment is the cross term −2(−½ξ)q|⟨u|L·n|xy⟩|²/(εᵤ − εₒ), so

L(z) = 0.929 × 0.06843 × 4/1.2 = 0.212

L(x) = 0.929 × 0.06843 × 1/0.8 = 0.0795

Bruno's relation then gives

E(x) − E(z) = −(73.65/4)(0.0795 − 0.2120) = 2.44 meV

This equals E_c(x) − E_c(z), as it must.

For the spin flips, ⟨↓|σ₁|↑⟩ = 1 and ⟨↓|σ₂|↑⟩ = i, so the element is ½ξ⟨u|L₁ + iL₂|o⟩. Between real orbitals ⟨L₁⟩ = ia and ⟨L₂⟩ = ib with a and b real, and |ia − b|² = a² + b². Hence

E_f(n) = −(ξ²/4) Σₒ↑ᵤ↓ [|⟨u|L₁|o⟩|² + |⟨u|L₂|o⟩|²]/(Δ + εᵤ − εₒ)

with both level energies on the minority scale. For n = z the operators are L_x and L_y. Collecting terms by the empty orbital u:

xz, and equally yz: 1/3.8 + 3/2.3 + 1/2.6 = 1.952 (from xy, z², x²−y²)

x²−y²: 2/3.4 = 0.588 (from xz and yz)

z²: 6/3.7 = 1.622 (from xz and yz)

The total is 2(1.952) + 0.588 + 1.622 = 6.114 per eV, so E_f(z) = −7.16 meV. The same sum with L_y and L_z gives E_f(x) = −5.47 meV.

The second-order anisotropy is 2.44 + 1.68 = 4.12 meV, with z the easy axis, and half the expectation value gives the same. Bruno's relation finds the right axis but misses 41% of the second-order anisotropy, although the majority shell is full. A full majority shell removes the first-order Lₐ↑; it does not remove spin flips.

Diagonalization with V at full strength gives 4.07 meV for the energy and 4.04 meV for half the expectation value. They differ by 0.8% of that energy. The higher-order terms themselves lower the energy anisotropy by 1.3% of its second-order value.

**Remark 5: large exchange splitting.** When Δ greatly exceeds the spread of the levels, all spin-flip denominators tend to Δ. The sum over the complete majority shell gives ⟨u|L₁² + L₂²|u⟩ = 6 − ⟨(L·n)²⟩ᵤ, because L² = 6. Therefore

E_f(x) − E_f(z) → (ξ²/4Δ) Σᵤ [⟨L_x²⟩ᵤ − ⟨L_z²⟩ᵤ]

summed over empty minority orbitals. Over the whole shell each trace is 2(4 + 1) = 10. The xy orbital removes 1 from the first and 4 from the second, leaving 9 − 6 = 3. The limit of Δ times the anisotropy is thus 3 × 1.1708 = 3.51 meV eV. At Δ = 6, 12 and 24 eV the computed anisotropies are 0.710, 0.324 and 0.154 meV. Multiplied by Δ they give 4.26, 3.89 and 3.70 meV eV, approaching the limit from above. The neglected term in general falls only as 1/Δ, so dropping it requires a splitting large enough to make it small beside the spin-conserving part. If the bracketed sum vanishes, the 1/Δ term is removed, but terms with higher powers of 1/Δ can remain.

**Example: a majority hole**

Keep the levels, set Δ = 1 eV and use five electrons. Majority z², at 0.5 eV, is now empty, and minority xy is still occupied. For n = x, majority yz at −0.2 eV couples to z² with squared element 3. Majority electrons feel +½ξ L·n, so their summed L·n is negative here:

L↑(x) = −0.929 × 0.06843 × 3/0.7 = −0.273

For n = z it vanishes, since L_z gives zero on z². The minority moments are unchanged. The spin-conserving anisotropy is

(73.65/4)[(−0.273 − 0.079) − (0 − 0.212)] = −2.58 meV

The total moments are −0.193 for x and 0.212 for z, and putting them into Bruno's relation gives +7.46 meV. Spin flips add 1.03 meV to the correct value, so the second-order anisotropy is −1.54 meV. Diagonalization with V at full strength gives −2.83 meV: the sign is the same, but higher-order terms are large here. In second order all directions in the xy plane have the same energy and lie below z, while the total moment, counted with its sign, is largest along z. Both spin channels lower the energy, but their moments have opposite signs: the energy needs the difference Lₐ↑ − Lₐ↓, and the total moment supplies the sum.

**Remark 6: limits of the theorem.** The expansion requires ξ to be small compared with the gaps between coupled occupied and empty states. Even then, higher-order terms can matter for the anisotropy: in the majority-hole example at full strength, half the expectation value gives −3.52 meV and the energy −2.83 meV. If such a pair is nearly degenerate, the denominators fail and occupations may change with n. A metal with such pairs at the Fermi level is not covered by this proof. In second order, part (a) survives spin flips, majority holes and several radial shapes; each of these can invalidate part (b). Further computed values are in the numerical output.

Values computed for the example and the checks

```
effective charge: 14; sphere radius: 1.2 bohr
in-sphere norm q: 0.9292
spin-orbit integral, in sphere xi: 68.434 meV
spin-orbit integral, all space: 68.724 meV
fraction of it in the sphere: 0.9958
ratio xi/q: 73.645 meV
ratio xi/q for shape r*phi: 30.215 meV
Dirac 3d doublet: 172.12 meV
5/2 of all-space integral: 171.81 meV
minority levels xy,xz,yz,x2-y2,z2 (eV): 0.0 0.8 0.8 1.2 1.5
exchange splitting: 3.0 eV; electrons: 6
|<x2-y2|Lz|xy>|^2: 4.000; |<xz|Lx|xy>|^2: 1.000 hbar^2
n=z: second-order energy -11.0609 meV
n=z: half of <V> -11.0609 meV
n=z: conserving part -3.9026 meV
n=z: spin-flip part -7.1583 meV
n=z: in-sphere orbital moment 0.21197 mu_B
n=x: second-order energy -6.9382 meV
n=x: half of <V> -6.9382 meV
n=x: conserving part -1.4635 meV
n=x: spin-flip part -5.4747 meV
n=x: in-sphere orbital moment 0.07949 mu_B
anisotropies are E(x) - E(z):
second-order energy: 4.1227 meV
half of <V>: 4.1227 meV
conserving part: 2.4391 meV
Bruno's relation: 2.4391 meV
spin-flip part: 1.6836 meV
full diagonalization, energy: 4.0684 meV
full diagonalization, half <V>: 4.0366 meV
remainder ratio on halving lambda: 8.07
spin-flip part, splitting 6 eV: 0.7104 meV
spin-flip part, splitting 12 eV: 0.3243 meV
spin-flip part, splitting 24 eV: 0.1543 meV
large-splitting limit of splitting*flip: 3.5124 meV eV
majority hole: splitting 1 eV, 5 electrons
n=z: L majority -0.00000, minority 0.21197 hbar
n=x: L majority -0.27253, minority 0.07949 hbar
hole case, conserving part: -2.5785 meV
hole case, Bruno's relation: 7.4568 meV
hole case, spin-flip part: 1.0338 meV
hole case, second-order energy: -1.5447 meV
two atoms, energy anisotropy: 1.07810 meV
two atoms, half <V> anisotropy: 1.07810 meV
two atoms, conserving: 0.30671 meV
two atoms, Bruno sum: 0.30670 meV
share of atom-1 moment due to atom 2, axis 2: -0.0678
```
